# Mott Variable-Range Hopping with a Constant Density of Localized States

**Q.** In a disordered insulator the electrons sit on localized states, and a hop upward in energy costs a Boltzmann factor. I would expect a fixed activation energy and a straight line of \(\ln\sigma\) against \(1/T\). Why should anything else happen?

**A.** A fixed activation energy presupposes a fixed set of hops. Here an electron can choose between a near site that is badly matched in energy and a distant site that is well matched. As the temperature falls, energy becomes more expensive relative to distance, and the choice changes.

To make this definite, let the sites be placed at random in three dimensions, with energies \(E\) measured from the Fermi level and uncorrelated with position. The density of states \(g\), per volume and energy, is constant near \(E=0\). Amplitudes decay as \(\exp(-r/\xi)\). Hops involve one phonon, the applied field is weak, and Coulomb correlations between occupations are neglected. I use atomic units in the algebra but keep \(k_B\).

**Q.** You have already assumed that a hop carries a Boltzmann factor. What is the rate when both the occupation of the first site and the vacancy of the second matter?

**A.** Take \(E_j>E_i\), and write \(x=E/k_BT\) and \(\delta=x_j-x_i>0\). The electron must be on \(i\), site \(j\) must be empty, and a phonon must be absorbed:

\[
\Gamma_{ij}=\gamma e^{-2r/\xi} f_i(1-f_j)\,n,\qquad n=\frac{1}{e^{\delta}-1}.
\]

The factor 2 arises because the rate contains the square of the tunnelling amplitude. The coupling \(\gamma\) may vary as a power of distance and energy; I treat it as constant, since such a variation adds only logarithms to the exponent. Average occupations are multiplied, which is a mean-field step.

Now take half an exponential out of each thermal factor:

\[
f_i=\frac{e^{-x_i/2}}{2\cosh(x_i/2)},\quad
1-f_j=\frac{e^{x_j/2}}{2\cosh(x_j/2)},\quad
n=\frac{e^{-\delta/2}}{2\sinh(\delta/2)}.
\]

The numerators multiply to \(\exp[(x_j-x_i-\delta)/2]=1\), so

\[
f_i(1-f_j)n=\frac{1}{8\cosh(x_i/2)\cosh(x_j/2)\sinh(\delta/2)}.
\]

The reverse hop emits a phonon and has \(n+1=e^{\delta}n\) in place of \(n\). The same steps give the same product, so the two rates balance in equilibrium.

**Q.** If they balance, there is no current. How does a rate become a conductance?

**A.** Give the sites slightly different electrochemical potentials \(\mu_i\) and \(\mu_j\), with the electrostatic energy included in both \(E\) and \(\mu\). Since \(f_i/(1-f_i)=\exp[-(E_i-\mu_i)/k_BT]\), the ratio of the rates is

\[
\frac{\Gamma_{ji}}{\Gamma_{ij}}
=\frac{f_j}{1-f_j}\,\frac{1-f_i}{f_i}\,\frac{n+1}{n}
=e^{(\mu_j-\mu_i)/k_BT}.
\]

The site energies have cancelled. The net particle flow from \(i\) to \(j\) is therefore

\[
\Gamma_{ij}\left[1-e^{-(\mu_i-\mu_j)/k_BT}\right]
\simeq\frac{\Gamma_{ij}}{k_BT}(\mu_i-\mu_j).
\]

With unit charge, the bond conductance is \(G_{ij}=\Gamma_{ij}/k_BT\), evaluated in equilibrium. The expansion requires \(|\mu_i-\mu_j|\ll k_BT\) across a bond, which is what a weak field means here.

**Q.** That product of hyperbolic functions is still not a Boltzmann factor.

**A.** It becomes one when the energies are large compared with \(k_BT\). Then \(2\cosh(x/2)\simeq e^{|x|/2}\) and \(2\sinh(\delta/2)\simeq e^{\delta/2}\). To leading exponential order, \(G_{ij}\propto e^{-u_{ij}}\) with

\[
u_{ij}=\frac{2r}{\xi}+\frac{|E_i|+|E_j|+|E_i-E_j|}{2k_BT}.
\]

For a hop from a site at the Fermi level to one at energy \(W>0\), the energy sum is \(0+W+W\). Dividing by 2 leaves

\[
u=\frac{2R}{\xi}+\frac{W}{k_BT}.
\]

**Q.** Then the minimum is trivial: choose \(R=0\) and \(W=0\). What stops me?

**A.** There is generally no site there. Distance and energy are tied together by the number of available states. Within a sphere of radius \(R\), the expected number of states with energy between 0 and \(W\) is its volume times \(gW\). Mott's criterion asks for one such state:

\[
\frac{4\pi}{3}R^3gW=1,
\qquad
W=\frac{3}{4\pi gR^3}.
\]

A larger search radius makes a smaller energy step available. Inserting this \(W\) gives a function of distance alone:

\[
u(R)=\frac{2R}{\xi}+\frac{3}{4\pi g k_BT R^3}.
\]

The first term penalizes long hops and the second short ones. The derivatives are

\[
u'(R)=\frac{2}{\xi}-\frac{9}{4\pi g k_BT R^4},
\qquad
u''(R)=\frac{9}{\pi g k_BT R^5}>0.
\]

The curvature is positive for every \(R>0\), so the one stationary point is the minimum. Setting \(u'=0\) gives

\[
R^4=\frac{9\xi}{8\pi g k_BT}.
\]

**Q.** So the distance grows as \(T^{-1/4}\). But the conductivity contains the whole exponent, including the energy term. Does that follow the same power?

**A.** It does, because the stationary condition fixes the ratio of the two terms. Write the energy term as \(R/3\) times the quantity that occurs in \(u'\):

\[
\frac{W}{k_BT}
=\frac{R}{3}\,\frac{9}{4\pi g k_BT R^4}
=\frac{R}{3}\,\frac{2}{\xi}
=\frac{2R}{3\xi}.
\]

The total is \(u=2R/\xi+2R/(3\xi)=8R/(3\xi)\). Distance supplies three quarters of it and energy one quarter. Raising it to the fourth power and inserting \(R^4\),

\[
u^4=\frac{4096}{81\,\xi^4}\,\frac{9\xi}{8\pi g k_BT}
=\frac{512}{9\pi}\,\frac{1}{g\xi^3k_BT}.
\]

If the optimal hop controls the conductivity, then

\[
\sigma=\sigma_0\exp\left[-\left(\frac{T_0}{T}\right)^{1/4}\right],
\qquad
k_BT_0=\frac{512}{9\pi g\xi^3}.
\]

The prefactor \(\sigma_0\) may itself vary as a power of \(T\); this argument does not determine it.

**Q.** I can still draw a tangent to \(\ln\sigma\) against \(1/T\) and call its slope an activation energy. What would that slope mean?

**A.** Let \(\beta=1/k_BT\) and hold \(\sigma_0\) constant. The exponent is \(u=2R/\xi+\beta W(R)\), where the optimal \(R\) depends on \(\beta\). Differentiating,

\[
-\frac{d\ln\sigma}{d\beta}
=\frac{\partial u}{\partial R}\frac{dR}{d\beta}+W=W.
\]

The first term vanishes because \(u\) is stationary in \(R\). The slope is thus the energy of the current optimal hop,

\[
W=\frac{u k_BT}{4}
=\frac{1}{4}(k_BT_0)^{1/4}(k_BT)^{3/4}.
\]

It tends to zero on cooling, while \(W/k_BT=u/4\) grows. The hops become cheaper in energy but still harder to make. If \(\sigma_0\propto T^s\), then \(\ln\sigma_0\) contributes \(-s\ln\beta\), and the measured slope becomes \(W+sk_BT\). The relative correction is \(4s/u\), which need not be negligible.

**Q.** Show me sizes. A temperature scale with a fourth root can hide almost anything.

**A.** Take the round model values \(\xi=10\) Å and \(g=10^{-5}\) eV\(^{-1}\)Å\(^{-3}\), with a flat band from \(-0.5\) to \(0.5\) eV. Then \(g\xi^3=0.01\) eV\(^{-1}\), and

\[
k_BT_0=\frac{18.108}{0.01}\ \text{eV}\simeq1811\ \text{eV},
\]

or \(T_0\simeq2.1\times10^7\) K. This is a scale parameter; no electron in the model has such an energy. At 40 K, \(k_BT=0.003447\) eV, so

\[
u=\left(\frac{1810.8}{0.003447}\right)^{1/4}\simeq26.9.
\]

The distance is \(R=3\xi u/8\simeq101\) Å, and the energy is \(W=26.92\times0.003447/4\simeq0.0232\) eV. The hop is about ten decay lengths long, which is consistent with using the exponential tail.

The same calculation at three temperatures gives:

| \(T\) (K) | \(R\) (Å) | \(W\) (eV) | \(u\) |
|---|---:|---:|---:|
| 160 | 71.4 | 0.0656 | 19.0 |
| 40 | 101.0 | 0.0232 | 26.9 |
| 10 | 142.8 | 0.0082 | 38.1 |

Between 160 and 10 K the temperature falls by 16. The distance and exponent double, since \(16^{1/4}=2\), and the energy falls by \(16^{3/4}=8\). At constant \(\sigma_0\), the conductivity at 10 K relative to 160 K is \(\exp(19.037-38.074)\simeq5.4\times10^{-9}\). With a fixed activation energy of 0.0656 eV, the value at 160 K, the fall would be far steeper.

**Q.** Your criterion of one state looks arbitrary. Why not ask for two, or use a region other than a sphere times an energy interval?

**A.** The constant in \(T_0\) does depend on that choice. The power can be examined without it. Count all upward sites that a site at the Fermi level can reach with exponent below \(u\). At distance \(r\), the permitted energies run from 0 to \(k_BT(u-2r/\xi)\), so the mean number is

\[
N(u)=4\pi gk_BT\int_0^{u\xi/2}r^2\left(u-\frac{2r}{\xi}\right)dr.
\]

The two parts of the integral are \(u^4\xi^3/24\) and \(u^4\xi^3/32\). Their difference is \(u^4\xi^3/96\), and hence

\[
N(u)=\frac{\pi}{24}\,g k_BT\xi^3u^4.
\]

Requiring any fixed number of sites gives \(u\propto T^{-1/4}\). For \(N=1\), the constant \(512/(9\pi)\simeq18.1\) is replaced by \(24/\pi\simeq7.6\). At Mott's exponent, \(N=(\pi/24)(512/9\pi)=64/27\), or about 2.4 sites.

The distribution of the best upward hop follows too. For independently placed sites, the probability of finding none below \(u\) is \(e^{-N(u)}\). Let \(N(u_1)=1\), so that \(N=(u/u_1)^4\). The mean smallest exponent is the integral of this survival probability. With \(t=(u/u_1)^4\),

\[
\langle u_{\min}\rangle=\int_0^\infty e^{-(u/u_1)^4}du
=\frac{u_1}{4}\int_0^\infty t^{-3/4}e^{-t}dt
=\Gamma\!\left(\tfrac54\right)u_1.
\]

At 40 K this gives 19.67; a test on randomly placed sites gives 19.68.

**Q.** Then the best upward hop has an exponent near 20, yet you quoted 27 for the conductivity. Why not use the easier hop?

**A.** One easy hop is not a path. Two sites may be well connected to each other and poorly connected to everything else, and an electron can then move back and forth without carrying direct current. A conductivity needs a chain of bonds across the sample.

Imagine inserting the bonds in order of increasing \(u_{ij}\). Let \(u_c\) be the value at which they first connect the two contacts. Measure distances in units of \(u_c\xi/2\) and energies in units of \(u_ck_BT\):

\[
r=\frac{u_c\xi}{2}\rho,\qquad E=u_ck_BT\,\eta.
\]

The condition \(u_{ij}\le u_c\) becomes

\[
\rho+\frac{|\eta_i|+|\eta_j|+|\eta_i-\eta_j|}{2}\le1.
\]

Temperature, \(\xi\) and \(g\) have disappeared from the rule. They survive only in the density of sites in the scaled variables:

\[
\nu=g\left(\frac{u_c\xi}{2}\right)^3u_ck_BT
=\frac{g k_BT\xi^3u_c^4}{8}.
\]

In a large sample, spanning occurs at a critical \(\nu_c\), which is a pure number. Therefore

\[
u_c=\left(\frac{8\nu_c}{g\xi^3k_BT}\right)^{1/4}.
\]

The quarter power now rests on the constant density of states and on three dimensions, without a one-state criterion. The network constant is \(C=8\nu_c\).

**Q.** You have found the hardest necessary bond. A network also has series and parallel connections. Why should its conductance be governed by that one exponent?

**A.** Bound it from both sides. Take each bond conductance to be \(e^{-u_{ij}}\) times a common prefactor, which neglects the weaker variation of the exact expression from bond to bond, and use that prefactor as the unit. At the threshold there is a path of \(M\) bonds, each with conductance at least \(e^{-u_c}\). Removing all other bonds cannot increase the conductance, so \(G\ge e^{-u_c}/M\).

Conversely, the bonds with \(u_{ij}<u_c\) do not connect the contacts. The sites can therefore be divided into two groups, one with each contact, such that every bond between the groups has \(u_{ij}\ge u_c\). Shorting all sites within each group cannot lower the conductance. Thus

\[
\frac{e^{-u_c}}{M}\le G\le e^{-u_c}\sum_{\text{cut}}e^{-(u_{ij}-u_c)}.
\]

The path length and the cut sum enter \(\ln G\) through logarithms. For a macroscopic sample I take these corrections to remain weaker than \(u_c\) at low temperature; the bounds alone do not prove that limit.

Five finite random samples give a direct check. Kirchhoff's equations were solved for them at 10 and 20 K, with the same exponential bond conductances, except that bonds with exponent above \(u_c+5\) were left out and those below \(u_c-12\), which act as shorts, were capped at that value. The mean of \(\ln G+u_c\) is 0.39 and 0.32 respectively, and its largest magnitude is 1.42, compared with mean thresholds above 30. On cooling from 20 to 10 K, \(\ln G\) changes by \(-6.21\) on average while \(u_c\) rises by 6.27. The conductance follows the threshold in these samples.

**Q.** Do those samples actually show the quarter power, or did you scale each one to make it appear?

**A.** The sites and their energies were held fixed while each sample was cooled, and the spanning threshold was found separately at each temperature. The mean threshold rises from 18.90 at 160 K to 26.77 at 40 K and 38.13 at 10 K. A fit over all four temperatures, including 20 K, gives \(u_c\propto T^{-0.253}\), within the tested tolerance of 0.02 around \(-1/4\).

The constant is \(C=17.9\), with a standard error of 0.7 over the samples. Mott's 18.1 lies within that error. I would not conclude that his criterion gives the constant of an infinite network. The error covers variation between samples, but not a bias from their finite size and contacts. The estimates range from 17.6 at 160 K to 18.5 at 10 K, but five samples are too few to establish a trend with temperature.

**Q.** How much of this depends on the density of states being constant?

**A.** The power depends on it. Suppose instead that \(g(E)=aE^2\), which vanishes at the Fermi level. The one-state condition becomes

\[
\frac{4\pi}{3}R^3\int_0^W aE^2dE
=\frac{4\pi a}{9}R^3W^3=1,
\]

so \(W=w/R\) with \(w=(9/4\pi a)^{1/3}\). Minimizing \(2R/\xi+w/(Rk_BT)\) gives \(R^2=\xi w/(2k_BT)\). The two terms are then equal, and \(u=4R/\xi\propto T^{-1/2}\). Coulomb interactions can deplete the states near the Fermi level, so the quarter law should not be carried to temperatures at which the relevant energies lie inside such a depletion. Its width is roughly \(g^{1/2}/\kappa^{3/2}\) in atomic units, where \(\kappa\) is the relative permittivity. For the \(g\) used here this is about 0.004 eV at \(\kappa=12\) and 0.02 eV at \(\kappa=4\). The second value exceeds the hop energy of 0.0082 eV at 10 K and nearly equals the 0.0232 eV at 40 K, so neither row would describe such a material. Even the first value is about half the hop energy at 10 K, so that row would not be reliable either: a modest change in the exponent is a large change in the conductivity.

Dimension matters in the same way. With constant \(g\) in \(d\) dimensions, \(W=b/R^d\), where \(b\) is independent of temperature. The condition \(2/\xi=d\,b/(k_BTR^{d+1})\) gives \(R\propto T^{-1/(d+1)}\). The energy term is \(2R/(d\xi)\), so the whole exponent has this power. Three dimensions give \(1/4\), and two give \(1/3\). The estimate should not be used for a long one-dimensional chain: the current cannot go around the worst gap, and longer chains tend to contain worse gaps.

**Q.** Then what happens on heating? Your \(W\) rises without limit, but the band is finite.

**A.** Let the flat band end at \(B\) above the Fermi level. The condition \(W\le B\) requires

\[
R\ge R_B=\left(\frac{3}{4\pi gB}\right)^{1/3}.
\]

Once the unrestricted optimum falls below \(R_B\), \(u(R)\) increases throughout the permitted range. The best choice is then the end point, with

\[
u=\frac{2R_B}{\xi}+\frac{B}{k_BT}.
\]

Within the one-state estimate, distance can no longer be traded for energy, and the exponent has the fixed activation energy \(B\). This is a limit of the formula, and it needs \(B\gg k_BT\) to be meaningful. With the model values introduced above, \(R_B\simeq36\) Å is reached only near 2400 K, where \(B/k_BT\simeq2.4\). The Boltzmann forms are then no longer reliable, so this model has no clear range with activation energy \(B\).

The network argument involves a wider range. Its bonds can use site energies up to \(u_ck_BT\), about four times \(W\), and the scaling step assumed a density of states flat over all of it. That condition is sufficient rather than strictly necessary: a site near the upper limit can join only through a very short bond, so such sites are rare in the spanning path. At 160 K this is \(18.90\times0.013788\simeq0.26\) eV, inside the half-width of 0.5 eV. The supply of phonons restricts the usable energies further, however. The optimal hop at 160 K, 0.0656 eV, is already about the highest phonon energy in silicon. In a real material, hops above the highest phonon energy would need several phonons, and their rates could fall faster with energy than the one-phonon model allows.

**Q.** So if I measure a straight line of \(\ln\sigma\) against \(T^{-1/4}\), may I read off the density of states?

**A.** Only with further information. The slope gives \(T_0^{1/4}\), and \(T_0\) contains the product \(g\xi^3\), so \(\xi\) must be known independently. A relative error in the slope is multiplied by about four in \(T_0\), and an error in \(\xi\) by about three in \(g\). The choice of \(C\) and any power of \(T\) in \(\sigma_0\) enter as well.

A straight line over a narrow temperature range is also weak evidence for the mechanism. It should be accompanied by a consistency check: the inferred \(R\) should exceed \(\xi\), \(W/k_BT\) should be large, and the energies up to \(u_ck_BT\) should lie where the density of states is flat. For the model used here, these quantities follow from the numbers given above.

## Calculated quantities

```
decay length xi = 10.0 angstrom
density of states g = 1.0e-05 per eV per cubic angstrom
half-width of flat band = 0.50 eV
Mott constant C = 18.108
k_B*T0 = 1810.8 eV; T0 = 2.101e+07 K
T = 10 K: k_B*T = 0.000862 eV, optimal R = 142.8 angstrom
  W = 0.00820 eV, exponent u = 38.074, activation energy = 0.00820 eV
  distance part = 28.555, energy part = 9.518, sigma/sigma(160 K) = 5.400e-09
T = 40 K: k_B*T = 0.003447 eV, optimal R = 101.0 angstrom
  W = 0.02320 eV, exponent u = 26.922, activation energy = 0.02320 eV
  distance part = 20.192, energy part = 6.731, sigma/sigma(160 K) = 3.762e-04
T = 160 K: k_B*T = 0.013788 eV, optimal R = 71.4 angstrom
  W = 0.06562 eV, exponent u = 19.037, activation energy = 0.06562 eV
  distance part = 14.278, energy part = 4.759, sigma/sigma(160 K) = 1.000e+00
best single hop at 40 K: mean exponent sampled = 19.68, formula = 19.67
constant for one reachable site, 24/pi = 7.639
networks: 5 samples, 25920 sites each, span 1400 angstrom, width 1200 angstrom
network T = 10 K: mean threshold u_c = 38.13, C = 18.5
network T = 20 K: mean threshold u_c = 31.86, C = 17.8
network T = 40 K: mean threshold u_c = 26.77, C = 17.7
network T = 160 K: mean threshold u_c = 18.90, C = 17.6
fitted power of T in u_c = -0.2528
network constant C = 17.9, standard error over samples = 0.7
ln(G)+u_c at 10 K: mean = 0.39, largest size = 1.42
ln(G)+u_c at 20 K: mean = 0.32, largest size = 1.03
cooling 20 K to 10 K: mean change of ln(G) = -6.21, of u_c = 6.27
```
